# Why the Born approximation fails for hard disks in two dimensions: test program

```python
# Result under test: a hard disk of radius a in two dimensions has, for k*a -> 0,
#   sigma = pi^2 / (k*(L^2 + pi^2/4)),  L = ln(2/(k*a)) - gamma,
# with leading form pi^2/(k*ln(k*a)^2), while the Born series fails because
# the 2D Green function diverges like ln(k).
# Symbols: k wavenumber, a radius, ka = k*a, U = 2mV/hbar^2,
#   x2 = U*a^2 (dimensionless height), g = pi*x2 (integrated strength),
#   b_m = outgoing amplitude of partial wave m, T = 4i*b_0 (s-wave T matrix).
# Tests use a = 1; the example uses nm and eV.
import numpy as np
from scipy import constants as const
from scipy.special import jv, yv, jvp, yvp, ive, ai_zeros, jn_zeros
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

pi, gamma = np.pi, np.euler_gamma


def hankel(m, z):
    return jv(m, z) + 1j * yv(m, z)


def orders(ka):
    top = float(np.max(ka))
    return np.arange(int(top + 6 * top ** (1 / 3)) + 5)


def hard_b(ka):
    ka = np.atleast_1d(np.asarray(ka, float))
    m = orders(ka)[:, None]
    return -jv(m, ka) / hankel(m, ka)


def soft_b(ka, x2):
    m = orders(ka)
    if x2 > ka**2:
        q = np.sqrt(x2 - ka**2)
        slope = q * (ive(np.abs(m - 1), q) + ive(m + 1, q)) / (2 * ive(m, q))
    else:
        q = np.sqrt(ka**2 - x2)
        slope = q * jvp(m, q) / jv(m, q)
    top = ka * jvp(m, ka) - slope * jv(m, ka)
    bottom = ka * (jvp(m, ka) + 1j * yvp(m, ka)) - slope * hankel(m, ka)
    return (-top / bottom)[:, None]


def total(b, ka):
    p = np.abs(b) ** 2
    return 4 / ka * (p[0] + 2 * p[1:].sum(axis=0))


def transport(b, ka):
    padded = np.vstack([b, np.zeros((1, b.shape[1]))])
    return 4 / ka * (np.abs(np.diff(padded, axis=0)) ** 2).sum(axis=0)


def log_term(ka):
    return np.log(2 / ka) - gamma


def low_energy(ka):
    return pi**2 / (ka * (log_term(ka) ** 2 + pi**2 / 4))


def born_total(ka, x2):
    theta = (np.arange(4000) + 0.5) * 2 * pi / 4000
    q = 2 * ka * np.sin(theta / 2)
    return np.mean((2 * pi * x2 * jv(1, q) / q) ** 2) / (4 * ka)


# --- Hard disk: boundary condition, flux and momentum loss from the wave itself
ka = 0.3
b = hard_b(ka)[:, 0]
theta = np.arange(400) * 2 * pi / 400
m = np.arange(len(b))
angular = np.where(m == 0, 1, 2)[:, None] * np.cos(np.outer(m, theta))
coef = (1j**m * b)[:, None] * angular
wall = np.exp(1j * ka * np.cos(theta)) + (coef * hankel(m, ka)[:, None]).sum(0)
assert np.max(np.abs(wall)) < 1e-8
R = 7.0
wave = (coef * hankel(m, ka * R)[:, None]).sum(0)
dwave = (coef * (ka * (jvp(m, ka * R) + 1j * yvp(m, ka * R)))[:, None]).sum(0)
flux = 2 * pi * R * np.mean(np.imag(np.conj(wave) * dwave)) / ka
assert abs(flux / total(hard_b(ka), ka)[0] - 1) < 1e-8
far = np.sqrt(2 / (pi * ka)) * (b[:, None] * angular).sum(0)
loss = 2 * pi * np.mean(np.abs(far) ** 2 * (1 - np.cos(theta)))
assert abs(loss / transport(hard_b(ka), ka)[0] - 1) < 1e-8

# --- Low- and high-energy limits of the exact sum
assert abs(total(hard_b(0.01), 0.01)[0] / low_energy(0.01) - 1) < 1e-3
tiny = 1e-50  # the leading form converges only logarithmically
lead_ratio = total(hard_b(tiny), tiny)[0] * tiny * np.log(tiny) ** 2 / pi**2
assert abs(lead_ratio - 1) < 5e-3
high_ratio = total(hard_b(200.0), 200.0)[0] / 4
assert abs(high_ratio - 1) < 0.02  # edge correction falls as ka^(-2/3)

# --- Born formula where it should work: very weak disk, ka = 1
assert abs(born_total(1.0, 1e-3) / total(soft_b(1.0, 1e-3), 1.0)[0] - 1) < 5e-3

# --- s-wave integral equation psi = J0 + K psi, solved on a radial grid
nodes, weights = np.polynomial.legendre.leggauss(240)
r, w = (nodes + 1) / 2, weights / 2


def kernel(ka, x2):
    less, more = np.minimum.outer(r, r), np.maximum.outer(r, r)
    green = -0.5j * pi * jv(0, ka * less) * hankel(0, ka * more)
    return green * x2 * r * w


def series_parameter(ka, x2):
    return x2 / 2 * (log_term(ka) + 0.25 + 0.5j * pi)


ka, x2 = 1e-6, 0.1
g = pi * x2
K, free = kernel(ka, x2), jv(0, ka * r)
project = 2 * pi * x2 * r * w * free
T_first, T_second = project @ free, project @ (K @ free)
T_full = project @ np.linalg.solve(np.eye(len(r)) - K, free)
assert abs(T_first / g - 1) < 1e-6
assert abs(T_second / (-g * series_parameter(ka, x2)) - 1) < 1e-3
assert abs(T_full / (4j * soft_b(ka, x2)[0, 0]) - 1) < 1e-4
assert abs(T_full / (g / (1 + series_parameter(ka, x2))) - 1) < 1e-3

# --- Any height: effective radius; the hard-wall limit is finite
for x2 in (0.5, 15.0, 1e6):
    x = np.sqrt(x2)
    radius = np.exp(-ive(0, x) / (x * ive(1, x)))
    T_radius = 2 * pi / (log_term(1e-4 * radius) + 0.5j * pi)
    assert abs(T_radius / (4j * soft_b(1e-4, x2)[0, 0]) - 1) < 1e-5
assert abs(soft_b(1e-4, 1e6)[0, 0] / hard_b(1e-4)[0, 0] - 1) < 1e-3

# --- Logarithmic hole in the wave near the disk
near = abs(jv(0, 1e-3) + hard_b(1e-4)[0, 0] * hankel(0, 1e-3))
assert abs(near * abs(log_term(1e-4) + 0.5j * pi) / np.log(10) - 1) < 1e-3


# --- Three dimensions: exact/Born s-wave amplitude has a finite low-k limit
def ball_ratio(ka, x2):
    q = np.sqrt(x2 - ka**2)
    delta = np.arctan(ka * np.tanh(q) / q) - ka
    return -delta / ka / (x2 / 3)


assert abs(ball_ratio(1e-3, 0.05) - ball_ratio(1e-6, 0.05)) < 1e-4
assert abs(ball_ratio(1e-6, 0.05) - (1 - 0.4 * 0.05)) < 1e-3

# --- Phase shift counts displaced states: levels in a large circular box
box = 1000.0
zeros = jn_zeros(0, 51)


def box_condition(k):
    return jv(0, k * box) * yv(0, k) - yv(0, k * box) * jv(0, k)


level = brentq(box_condition, zeros[49] / box, zeros[50] / box, xtol=1e-14)
delta_box = np.angle(1 + 2 * hard_b(level)[0, 0]) / 2
assert abs((level * box - zeros[49]) + delta_box) < 2e-3  # error ~ 1/(k*box)

# --- Example: rough typical values for a sparse Si(001) channel
mass_ratio, mass_z, permittivity = 0.19, 0.916, 11.7
temperature, radius_nm = 50.0, 1.0
n_carrier, n_defect, n_depletion = 1e10, 1e11, 5e11  # cm^-2
wall_eV, weak_eV, column_nm = 3.0, 0.05, 10.0
mass = mass_ratio * const.m_e
kinetic = const.hbar**2 / (2 * mass * const.e) * 1e18  # eV nm^2
kT = const.k * temperature / const.e
k = np.sqrt(kT / kinetic)
ka = k * radius_nm
b = hard_b(ka)
sigma = total(b, ka)[0] * radius_nm
sigma_tr = transport(b, ka)[0] * radius_nm
x2_wall = wall_eV * radius_nm**2 / kinetic
x2_weak = weak_eV * radius_nm**2 / kinetic
sigma_wall = total(soft_b(ka, x2_wall), ka)[0] * radius_nm
sigma_weak = total(soft_b(ka, x2_weak), ka)[0] * radius_nm
born_wall = born_total(ka, x2_wall) * radius_nm
born_weak = born_total(ka, x2_weak) * radius_nm
x = np.sqrt(x2_wall)
radius_eff = radius_nm * np.exp(-ive(0, x) / (x * ive(1, x)))

# Wavenumber below which the Born series of the weak disk diverges
ka_div = 2 * np.exp(0.25 - gamma - np.sqrt((2 / x2_weak) ** 2 - pi**2 / 4))
spectral = np.max(np.abs(np.linalg.eigvals(kernel(ka_div, x2_weak))))
assert abs(spectral - 1) < 0.01
div_kelvin = kinetic * (ka_div / radius_nm) ** 2 * const.e / const.k


def lifetime(k_nm):
    speed = const.hbar * k_nm * 1e9 / mass
    q = k_nm * radius_nm
    length = transport(hard_b(q), q) * radius_nm * 1e-9
    return 1 / (n_defect * 1e4 * speed * length)


# Mobility from the energy average, and from a plain sum over (kx, ky)
e_nodes, e_weights = np.polynomial.laguerre.laggauss(60)
tau = lifetime(k * np.sqrt(e_nodes))
tau_mean = np.sum(e_weights * e_nodes * tau)
mobility = const.e / mass * tau_mean * 1e4
axis = (np.arange(240) + 0.5) * 6 / 240
kx, ky = np.meshgrid(axis, axis)
size = np.hypot(kx, ky).ravel()
occupation = np.exp(-size**2)
vx = const.hbar * k * 1e9 * kx.ravel() / mass
mean_flow = np.sum(vx**2 * lifetime(k * size) * occupation) / occupation.sum()
mobility_sum = const.e * mean_flow / (const.k * temperature) * 1e4
assert abs(mobility_sum / mobility - 1) < 3e-3

# Neglected effects
fugacity = np.expm1(n_carrier * 1e-14 * pi * kinetic / kT)  # spin x valley = 4
f_slope = fugacity / (1 + fugacity * np.exp(-e_nodes)) ** 2
mobility_fd = (const.e / mass * np.sum(e_weights * e_nodes * tau * f_slope)
               / np.log1p(fugacity) * 1e4)
deltas = np.angle(1 + 2 * hard_b(k * radius_nm * np.sqrt(e_nodes))) / 2
delta_sum = deltas[0] + 2 * deltas[1:].sum(axis=0)
displaced = 4 / pi * np.sum(e_weights * f_slope * delta_sum)
field = const.e * n_depletion * 1e4 / (permittivity * const.epsilon_0)  # V/m
dz = 0.05
z = np.arange(1, 1000) * dz


def subbands(mz):
    h = const.hbar**2 / (2 * mz * const.m_e * const.e) * 1e18
    off = np.full(len(z) - 1, -h / dz**2)
    energy, states = eigh_tridiagonal(2 * h / dz**2 + field * 1e-9 * z, off,
                                      select='i', select_range=(0, 5))
    airy = -ai_zeros(1)[0][0] * (h * (field * 1e-9) ** 2) ** (1 / 3)
    assert abs(energy[0] / airy - 1) < 2e-3
    return energy, states[:, 0] ** 2


ladder, density = subbands(mass_z)
ladder_side, _ = subbands(mass_ratio)
pop = 2 * mass_ratio * np.exp(-(ladder - ladder[0]) / kT)
pop_side = (4 * np.sqrt(mass_ratio * mass_z)
            * np.exp(-(ladder_side - ladder[0]) / kT))
excited = 1 - pop[0] / (pop.sum() + pop_side.sum())
gap = min(ladder[1], ladder_side[0]) - ladder[0]
path = 1e14 / (n_defect * sigma_tr)
broadening = const.hbar / tau_mean / const.e


def local_density(distance):
    m = np.arange(len(b))
    p = np.abs(jv(m, k * distance) + b[:, 0] * hankel(m, k * distance)) ** 2
    return p[0] + 2 * p[1:].sum()


print(f"in-plane mass = {mass_ratio} m_e; T = {temperature:.0f} K")
print(f"disk radius = {radius_nm:.1f} nm")
print(f"carriers = {n_carrier:.1e} cm^-2")
print(f"columns = {n_defect:.1e} cm^-2")
print(f"hbar^2/2m = {kinetic:.4f} eV nm^2")
print(f"k_B T = {kT*1e3:.3f} meV")
print(f"k at E = k_B T: {k:.4f} nm^-1; wavelength = {2*pi/k:.1f} nm")
print(f"ka = {ka:.4f}; L = {log_term(ka):.3f}")
phase = np.angle(1 + 2 * b[:, 0]) / 2
print(f"phase shifts m=0, 1: {phase[0]:.4f}, {phase[1]:.4f} rad")
print(f"hard disk, exact sigma = {sigma:.2f} nm")
print(f"hard disk, formula with L = {low_energy(ka)*radius_nm:.2f} nm")
print(f"hard disk, leading log = {pi**2/(k*np.log(ka)**2):.2f} nm")
print(f"hard disk, transport sigma = {sigma_tr:.2f} nm")
for distance in (2.0, 5.0):
    print(f"mean density at r = {distance:.0f} nm: "
          f"{local_density(distance):.3f} of incident")
print(f"wall {wall_eV:.1f} eV: U a^2 = {x2_wall:.2f}, g = {pi*x2_wall:.1f}")
print(f"  exact sigma = {sigma_wall:.2f} nm; Born = {born_wall:.0f} nm")
print(f"  Born/exact = {born_wall/sigma_wall:.0f}")
print(f"  effective radius = {radius_eff:.3f} nm")
print(f"weak disk {weak_eV*1e3:.0f} meV: U a^2 = {x2_weak:.4f}, "
      f"g = {pi*x2_weak:.3f}")
print(f"  exact sigma = {sigma_weak:.3f} nm; Born = {born_weak:.3f} nm")
print(f"  |T2/T1| from formula = {abs(series_parameter(ka, x2_weak)):.3f}")
print(f"  Born series diverges below ka = {ka_div:.2e}")
print(f"  that is E/k_B = {div_kelvin*1e3:.3f} mK")
print("ka | hard k*sigma | leading/exact | weak disk Born/exact")
for q in (1e-1, 1e-2, 1e-4, 1e-8, 1e-16):
    exact = total(hard_b(q), q)[0]
    leading = pi**2 / (q * np.log(q) ** 2)
    weak = total(soft_b(q, x2_weak), q)[0]
    print(f"{q:.0e} | {q*exact:.5f} | {leading/exact:.4f} | "
          f"{born_total(q, x2_weak)/weak:.3f}")
print(f"leading/exact at ka = {tiny:.0e}: {1/lead_ratio:.4f}")
print(f"sigma/(4a) at ka = 200: {high_ratio:.4f}")
print(f"3D weak ball, U a^2 = 0.05, exact/Born amplitude: "
      f"{ball_ratio(1e-6, 0.05):.4f}")
print(f"column-limited mobility = {mobility:.0f} cm^2/Vs")
print(f"with Fermi statistics = {mobility_fd:.0f} cm^2/Vs")
print(f"fugacity = {fugacity:.4f}")
print(f"charge displaced per column = {displaced:.4f} electrons")
print(f"depletion charge = {n_depletion:.1e} cm^-2; "
      f"field = {field*1e-8:.4f} MV/cm")
print(f"gap to next subband = {gap*1e3:.1f} meV")
print(f"carriers in higher subbands = {excited*100:.1f} %")
print(f"mean depth of layer = {np.sum(z*density):.2f} nm")
print(f"probability below {column_nm:.0f} nm = "
      f"{density[z > column_nm].sum():.1e}")
print(f"mean free path at k_B T = {path:.0f} nm; 1/(k l) = {1/(k*path):.3f}")
print(f"broadening hbar/tau = {broadening*1e3:.3f} meV")
print("checks complete")
```

Printed output:

```
in-plane mass = 0.19 m_e; T = 50 K
disk radius = 1.0 nm
carriers = 1.0e+10 cm^-2
columns = 1.0e+11 cm^-2
hbar^2/2m = 0.2005 eV nm^2
k_B T = 4.309 meV
k at E = k_B T: 0.1466 nm^-1; wavelength = 42.9 nm
ka = 0.1466; L = 2.036
phase shifts m=0, 1: -0.6584, -0.0164 rad
hard disk, exact sigma = 10.23 nm
hard disk, formula with L = 10.18 nm
hard disk, leading log = 18.26 nm
hard disk, transport sigma = 9.79 nm
mean density at r = 2 nm: 0.096 of incident
mean density at r = 5 nm: 0.572 of incident
wall 3.0 eV: U a^2 = 14.96, g = 47.0
  exact sigma = 8.51 nm; Born = 3727 nm
  Born/exact = 438
  effective radius = 0.740 nm
weak disk 50 meV: U a^2 = 0.2493, g = 0.783
  exact sigma = 0.615 nm; Born = 1.035 nm
  |T2/T1| from formula = 0.346
  Born series diverges below ka = 5.53e-04
  that is E/k_B = 0.712 mK
ka | hard k*sigma | leading/exact | weak disk Born/exact
1e-01 | 1.18894 | 1.5657 | 1.811
1e-02 | 0.39868 | 1.1673 | 2.661
1e-04 | 0.11034 | 1.0544 | 4.850
1e-08 | 0.02852 | 1.0199 | 11.206
1e-16 | 0.00721 | 1.0081 | 31.830
leading/exact at ka = 1e-50: 1.0022
sigma/(4a) at ka = 200: 1.0146
3D weak ball, U a^2 = 0.05, exact/Born amplitude: 0.9804
column-limited mobility = 9646 cm^2/Vs
with Fermi statistics = 9632 cm^2/Vs
fugacity = 0.0147
charge displaced per column = -0.0120 electrons
depletion charge = 5.0e+11 cm^-2; field = 0.0773 MV/cm
gap to next subband = 21.8 meV
carriers in higher subbands = 3.1 %
mean depth of layer = 2.73 nm
probability below 10 nm = 5.4e-06
mean free path at k_B T = 102 nm; 1/(k l) = 0.067
broadening hbar/tau = 0.632 meV
checks complete
```
